# Two electrons in a cubic e_g doublet: Kanamori levels and labels

## The parallel-spin case

Put two electrons with spin up into two real, orthonormal orbitals $u$ and $v$. The Pauli principle leaves one state,

$$\Psi=\frac{u(1)v(2)-v(1)u(2)}{\sqrt2}\,\uparrow\uparrow .$$

Its mean repulsion $\langle 1/r_{12}\rangle$, in atomic units, has two direct and two cross terms. With

$$(ij|kl)=\int\!\!\int \frac{i(\mathbf r)j(\mathbf r)\,k(\mathbf r')l(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,$$

each direct term is $\tfrac12(uu|vv)$ and each cross term is $-\tfrac12(uv|uv)$. Define

$$U=(uu|uu),\qquad U'=(uu|vv),\qquad J=(uv|uv).$$

The energy is then $U'-J$. If the orbitals form a cubic $e_g$ pair, symmetry requires $U'=U-2J$, as shown below, and the energy becomes $U-3J$. This is one component of the spin triplet. The component with both spins down has the same energy. The remaining four states have one spin up and one down. Their determinants can mix, and the operator form of the repulsion keeps track of this conveniently.

## From the Coulomb tensor to the Kanamori form

Take $u\sim(2z^2-x^2-y^2)/2$ and $v\sim\frac{\sqrt3}{2}(x^2-y^2)$, where $\sim$ means "transforms as". The radial and ligand parts may be anything that cubic symmetry allows. Both orbitals have the same one-electron energy $\varepsilon$, so two electrons carry a constant $2\varepsilon$, which is dropped. Spin-orbit coupling and configurations outside $e_g^2$ are left out.

The repulsion is

$$H=\tfrac12\sum_{ijkl}\sum_{\sigma\sigma'}(ik|jl)\,c^\dagger_{i\sigma}c^\dagger_{j\sigma'}c_{l\sigma'}c_{k\sigma}.$$

A quarter turn about $z$ exchanges $x^2$ and $y^2$, so $u\to u$ and $v\to-v$. An integral with an odd number of $v$ factors equals its own negative and vanishes. Four index patterns remain, with $m\neq m'$:

1. All indices equal. Equal spins give zero, and the two orders of opposite spins cancel the factor $\tfrac12$, leaving $U n_{m\uparrow}n_{m\downarrow}$. That $(vv|vv)$ equals $(uu|uu)$ is shown in the next section.
2. $i=k=m$, $j=l=m'$. This gives $\tfrac12U'\sum_{\sigma\sigma'}n_{m\sigma}n_{m'\sigma'}$.
3. $i=l=m$, $j=k=m'$. The operator is $\tfrac12J\,c^\dagger_{m\sigma}c^\dagger_{m'\sigma'}c_{m\sigma'}c_{m'\sigma}$. Moving $c_{m\sigma'}$ one place to the left costs a minus sign. Equal spins give $-\tfrac12J\,n_{m\sigma}n_{m'\sigma}$; opposite spins give a spin flip with coefficient $-J$ once both spin orders are collected.
4. $i=j=m$, $k=l=m'$. Equal spins vanish, and opposite spins move a pair from $m'$ to $m$ with coefficient $+J$.

Altogether,

$$\begin{aligned}
H={}&U\sum_m n_{m\uparrow}n_{m\downarrow}+U'\sum_{m\ne m'}n_{m\uparrow}n_{m'\downarrow}+(U'-J)\sum_{m<m',\sigma}n_{m\sigma}n_{m'\sigma}\\
&-J\sum_{m\neq m'}c^\dagger_{m\uparrow}c_{m\downarrow}c^\dagger_{m'\downarrow}c_{m'\uparrow}
+J_P\sum_{m\neq m'}c^\dagger_{m\uparrow}c^\dagger_{m\downarrow}c_{m'\downarrow}c_{m'\uparrow}.
\end{aligned}$$

Here $J_P=J$, since for real orbitals patterns 3 and 4 contain the same integral. The separate symbol helps in checking code. Note the ranges of the sums: the opposite-spin term runs over ordered pairs $m\neq m'$, the equal-spin term over $m<m'$.

## Why U' equals U − 2J

Consider the threefold rotation that replaces $z\to x$, $x\to y$, $y\to z$. Inserting this into the polynomials gives

$$u\to -\tfrac12u+\tfrac{\sqrt3}{2}v,\qquad v\to-\tfrac{\sqrt3}{2}u-\tfrac12v .$$

This has the form $u\to u\cos\theta+v\sin\theta$, $v\to-u\sin\theta+v\cos\theta$ with $\theta=120^\circ$. Combine the orbital products into

$$\rho_0=\tfrac12(u^2+v^2),\qquad \rho_1=\tfrac12(u^2-v^2),\qquad \rho_2=uv .$$

Squaring and multiplying the rotated orbitals gives $\rho_0\to\rho_0$ and

$$\rho_1\to\rho_1\cos2\theta+\rho_2\sin2\theta,\qquad
\rho_2\to-\rho_1\sin2\theta+\rho_2\cos2\theta .$$

The quarter turn reverses $\rho_2$ alone, so $(\rho_0|\rho_2)=(\rho_1|\rho_2)=0$. The threefold rotation must also leave the integrals unchanged:

$$(\rho_1|\rho_1)=\cos^2 2\theta\,(\rho_1|\rho_1)+\sin^2 2\theta\,(\rho_2|\rho_2),\qquad
(\rho_0|\rho_1)=\cos2\theta\,(\rho_0|\rho_1).$$

Since $\sin^22\theta=\tfrac34$ and $\cos2\theta=-\tfrac12$, it follows that $(\rho_1|\rho_1)=(\rho_2|\rho_2)=J$ and $(\rho_0|\rho_1)=0$. Write $a=(\rho_0|\rho_0)$ and use $u^2=\rho_0+\rho_1$, $v^2=\rho_0-\rho_1$:

$$(uu|uu)=(vv|vv)=a+J,\qquad (uu|vv)=a-J,\qquad\text{so}\qquad U'=U-2J .$$

No spherical symmetry was used. The argument also holds for a static screened interaction $W(\mathbf r,\mathbf r')$ that is symmetric in its arguments and invariant under the cubic rotations.

Two further facts limit the parameters. For the bare Coulomb interaction,

$$J=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde\rho_2(\mathbf k)|^2>0,$$

where $\tilde\rho_2$ is the Fourier transform of $\rho_2$. Also, $U'-J=U-3J$ is the mean of the positive quantity $1/r_{12}$ in the parallel-spin state, so $J<U/3$. Fitted or screened parameters need a separate check of both conditions.

The tensor is now fixed by $a$ and $J$: the product $\rho_0\rho_0$ enters with weight $a$, and $\rho_1\rho_1+\rho_2\rho_2$ enters with weight $J$. This structure is unchanged by a rotation of $(u,v)$ through any angle. An implementation may therefore use any real orthonormal basis of the $e_g$ space with the same $U$, $U'$ and $J$.

## Diagonalizing the six states

The two parallel-spin determinants are eigenstates at $U'-J$. The other four have one spin up and one down:

$$|a\rangle=c^\dagger_{u\uparrow}c^\dagger_{v\downarrow}|0\rangle,\quad
|b\rangle=c^\dagger_{u\downarrow}c^\dagger_{v\uparrow}|0\rangle,\quad
|p\rangle=c^\dagger_{u\uparrow}c^\dagger_{u\downarrow}|0\rangle,\quad
|q\rangle=c^\dagger_{v\uparrow}c^\dagger_{v\downarrow}|0\rangle .$$

No term of $H$ connects $\{|a\rangle,|b\rangle\}$ with $\{|p\rangle,|q\rangle\}$: the spin flip keeps one electron in each orbital, and pair hopping keeps both in one orbital.

**One electron in each orbital.** The density terms give $U'$ on the diagonal. In the spin flip acting on $|b\rangle$, the factor $c^\dagger_{v\downarrow}c_{v\uparrow}$ replaces $v\uparrow$ by $v\downarrow$, and $c^\dagger_{u\uparrow}c_{u\downarrow}$ replaces $u\downarrow$ by $u\uparrow$. Each factor contains two fermion operators, so it passes other creation operators without a sign. The result is $-J|a\rangle$, and

$$H_{ab}=\begin{pmatrix}U'&-J\\-J&U'\end{pmatrix}.$$

The eigenvectors are

$$\frac{|a\rangle+|b\rangle}{\sqrt2}:\;U'-J,\qquad \frac{|a\rangle-|b\rangle}{\sqrt2}:\;U'+J .$$

The plus state belongs to the triplet, because the spin-lowering operator turns $c^\dagger_{u\uparrow}c^\dagger_{v\uparrow}|0\rangle$ into $|b\rangle+|a\rangle$. The minus state, orthogonal to it, is a singlet. These signs depend on operator order. If code stores $c^\dagger_{v\uparrow}c^\dagger_{u\downarrow}|0\rangle=-|b\rangle$, the off-diagonal element becomes $+J$ and the triplet is the minus combination; the energies do not change.

**Both electrons in one orbital.** The diagonal elements are $U$. In $c_{v\downarrow}c_{v\uparrow}c^\dagger_{v\uparrow}c^\dagger_{v\downarrow}|0\rangle$ the inner pair acts first and the outer pair next, giving $+|0\rangle$. Pair hopping therefore takes $|q\rangle$ to $+J_P|p\rangle$:

$$H_{pq}=\begin{pmatrix}U&J_P\\J_P&U\end{pmatrix},\qquad
\frac{|p\rangle-|q\rangle}{\sqrt2}:\;U-J_P,\qquad
\frac{|p\rangle+|q\rangle}{\sqrt2}:\;U+J_P .$$

For four independent parameters the levels are thus $U'-J$ (three states), $U'+J$, $U-J_P$ and $U+J_P$. With $U=5.00$, $U'=3.30$, $J=0.60$ and $J_P=0.40$ eV they are $2.70$ (three times), $3.90$, $4.60$ and $5.40$ eV, and the two middle levels are distinct. They merge when $U'+J=U-J_P$. The cubic values $U'=U-2J$ and $J_P=J$ satisfy this condition, and the spectrum becomes

| Energy | States | Term |
|---|---:|---|
| $U-3J$ | 3 | $^3A_{2g}$ |
| $U-J$ | 2 | $^1E_g$ |
| $U+J$ | 1 | $^1A_{1g}$ |

The word doublet for the level at $U-J$ refers to orbital degeneracy. Both of its states are spin singlets.

## Cubic labels

A spin triplet is symmetric in spin, so its orbital part is antisymmetric; a singlet has a symmetric orbital part. Below, $uv$ means $u(1)v(2)$.

- The antisymmetric function $uv-vu$ is multiplied by the determinant of the $2\times2$ orbital matrix. This is $+1$ for the threefold rotation and $-1$ for the quarter turn, which is the behaviour of $A_2$.
- The function $uu+vv$ is unchanged by any orthogonal mixing of $u$ and $v$. It belongs to $A_1$.
- The remaining symmetric functions are $X=(vv-uu)/\sqrt2$ and $Y=(uv+vu)/\sqrt2$. They turn through twice the orbital angle, as $\rho_1$ and $\rho_2$ did:

$$X\to X\cos2\theta-Y\sin2\theta,\qquad Y\to X\sin2\theta+Y\cos2\theta .$$

At $\theta=120^\circ$, $\cos2\theta=\cos\theta$ and $\sin2\theta=-\sin\theta$. Hence

$$X\to X\cos\theta+Y\sin\theta,\qquad Y\to-X\sin\theta+Y\cos\theta ,$$

which is the law for $(u,v)$. Under the quarter turn $X\to X$ and $Y\to-Y$, again as for $(u,v)$. These two rotations generate the cubic rotation group, so $(X,Y)$ is an $E$ pair. All the orbitals are even under inversion, which adds the subscript $g$.

In determinant form, the $u$-like partner is $(|q\rangle-|p\rangle)/\sqrt2$ and the $v$-like partner is $(|a\rangle-|b\rangle)/\sqrt2$. One has paired electrons and the other has one electron in each orbital, yet the threefold rotation turns each into a combination of both. Their common energy is therefore required by symmetry. A code that finds them split has broken cubic symmetry in its parameters or its operator.

## Numbers for round parameters

Take $U=4.0$ eV and $J=0.7$ eV, so $U'=4.0-1.4=2.6$ eV. Then

$$\begin{aligned}
E(^3A_{2g})&=4.0-2.1=1.9\ \text{eV},\\
E(^1E_g)&=4.0-0.7=3.3\ \text{eV},\\
E(^1A_{1g})&=4.0+0.7=4.7\ \text{eV}.
\end{aligned}$$

Both gaps are $2J=1.4$ eV. The triplet is lowest because $J>0$; at $J=0$ all six states meet at $U$. The mean energy provides a trace check:

$$\frac{3(U-3J)+2(U-J)+(U+J)}6=U-\frac{5J}{3}=2.83\ \text{eV}.$$

The single determinant $|a\rangle$ has mean energy $U'=2.6$ eV, halfway between the triplet at $1.9$ eV and the singlet at $3.3$ eV. Since $H|a\rangle=U'|a\rangle-J|b\rangle$, its energy spread is $J=0.7$ eV, so it is not an eigenstate. With fixed orbitals, the difference between the antiparallel and parallel determinants is $J$, half of the singlet-triplet gap $2J$. A mean-field calculation that uses these determinants needs this factor when its energies are mapped to multiplets.

Dropping the spin-flip and pair-hopping terms is a different model. Its levels are the diagonal elements $U'-J$, $U'$ and $U$, two states each: $1.9$, $2.6$ and $4.0$ eV here. The triplet loses one component from its level, and the cubic multiplets are no longer reproduced.

## A test with cubic orbitals that are not spherical

The relation $U'=U-2J$ can be examined with explicit model orbitals. Place a normalized Gaussian $d$ shell (exponent $2.00$ bohr$^{-2}$) at the centre and normalized Gaussian $p$ functions (exponent $0.50$ bohr$^{-2}$) on six neighbours at $2.00$ Å along the axes. For an orbital with angular polynomial $f$, the central $d$ function has coefficient 1. The three $p$ functions on the neighbour in direction $\mathbf e$ have the components of $-0.20\,\nabla f(\mathbf e)$ as coefficients. The sum is then normalized. The polynomials are those given for $u$ and $v$, and $\sqrt3xy$, $\sqrt3yz$, $\sqrt3xz$ for $t_{2g}$. These orbitals represent no particular material, and their Coulomb integrals are bare.

The $e_g$ pair gives $U=17.845$, $U'=15.981$ and $J=0.932$ eV. Indeed $17.845-2(0.932)=15.981$ eV, and the relation holds to better than $10^{-6}$ eV before rounding. Diagonalizing the full Coulomb tensor gives $15.049$, $16.913$ and $18.777$ eV with degeneracies 3, 2 and 1, in agreement with $U-3J$, $U-J$ and $U+J$. The large $U$ is an unscreened value and should not be used as a Hubbard parameter for a solid.

## Where the result changes

**Tetragonal distortion.** Moving the two axial neighbours to $2.30$ Å removes the threefold rotation. The interaction levels become $14.847$ eV (three states), $16.619$, $16.757$ and $18.589$ eV. The former doublet is split by $0.14$ eV. All levels also shift, since $u$ has changed. The orbital $v$ has no tails on the axial neighbours and is unaffected, so $(uu|uu)$ and $(vv|vv)$ are no longer equal.

These numbers omit the one-electron splitting $\delta=\varepsilon_u-\varepsilon_v$. To see its effect, keep the cubic interaction and measure energies from $\varepsilon_u+\varepsilon_v$. States with one electron in each orbital do not move, while the pair block becomes

$$\begin{pmatrix}U+\delta&J\\J&U-\delta\end{pmatrix},\qquad E_\pm=U\pm\sqrt{\delta^2+J^2}.$$

The lower singlet passes below the triplet when $\sqrt{\delta^2+J^2}>3J$, or $|\delta|>2\sqrt2\,J$. For $J=0.7$ eV this is $1.98$ eV. For large $|\delta|$ the ground state approaches a closed pair in the lower orbital.

**A pair taken from $t_{2g}$.** For $yz$ and $xz$ in the same cubic model, $U-U'-2J=0.19$ eV. The levels at $U-J$ and $U'+J$ then differ by this amount. The proof above needs a rotation that mixes the two orbitals with $\sin2\theta\neq0$. Cubic rotations merely permute the $t_{2g}$ orbitals and change their signs, so they impose no such condition. In a spherical shell, a rotation about $z$ through $45^\circ$ supplies it, and the relation returns; without the neighbour tails the mismatch is below $10^{-6}$ eV. The cubic labels in the table belong to the $e_g$ pair and must not be transferred to two selected $t_{2g}$ orbitals.

**The full $d^2$ problem.** The repulsion can also connect $e_g^2$ to configurations containing $t_{2g}$ orbitals. For $^3A_{2g}$ this coupling vanishes. The triplets of $t_{2g}^2$ form one irreducible threefold orbital set, which is not $A_2$. The product $T_2\otimes E$ could contain $A_2$ only if $T_2$ were equivalent to $E\otimes A_2$, which is impossible because their dimensions are three and two.

The singlets do couple. The part of $H|\Psi\rangle$ outside $e_g^2$ has norm $0.30$ eV for $^1E_g$ and $1.50$ eV for $^1A_{1g}$ in the model. Each couples to the one term of its kind in $t_{2g}^2$, whose singlets are $A_1+E+T_2$; the products $T_2\otimes E=T_1+T_2$ contain neither. To leading order, a coupling $V$ across a gap $\Delta$ shifts the level by $V^2/|\Delta|$, away from the other one. Here $\Delta$ is the gap between the two two-electron terms, that is, twice the one-electron $e_g$–$t_{2g}$ splitting plus the difference of their repulsion energies. Keeping this below $0.1$ eV requires a gap of about $0.9$ eV for $^1E_g$ but about $22$ eV for $^1A_{1g}$, with these bare integrals. In this model, the formula $U+J$ is thus the most fragile of the three when the $t_{2g}$ orbitals are active.

## Implementation checks

Build the $6\times6$ matrix from the full tensor and compare it with the Kanamori operator before diagonalizing; this detects exchanged tensor indices and doubled sums. Then verify the degeneracies 3, 2, 1, the values $S(S+1)=2,0,0$, and the mean $U-5J/3$. The mean does not test the off-diagonal signs, since they do not enter the trace. Nor do the degeneracies, because reversing the off-diagonal sign in either $2\times2$ block leaves its eigenvalues unchanged. The spin values test the sign of the spin flip. They do not test the sign of pair hopping, since both states of that block are singlets; for this, check that the state at $U+J$ is $(|p\rangle+|q\rangle)/\sqrt2$, with the operator order used above. The numerical output below lists the levels, degeneracies, spin values and mean energy for the round parameters.

## Numbers as computed

```
ROUND PARAMETERS
U = 4.000 eV, J = 0.700 eV, U' = U-2J = 2.600 eV
3A2g: energy 1.900 eV, states 3, S^2 = 2.0
1Eg: energy 3.300 eV, states 2, S^2 = 0.0
1A1g: energy 4.700 eV, states 1, S^2 = 0.0
gap 1Eg - 3A2g = 1.400 eV
gap 1A1g - 1Eg = 1.400 eV
mean of the six energies = 2.8333 eV
determinant u-up v-down: mean energy = 2.600 eV
determinant u-up v-down: energy spread = 0.700 eV
INDEPENDENT PARAMETERS
U = 5.00, U' = 3.30, J = 0.60, J_P = 0.40 eV
levels (eV): 2.700 2.700 2.700 3.900 4.600 5.400
MODEL ORBITALS, BARE COULOMB INTEGRALS
d exponent = 2.00 bohr^-2, p exponent = 0.50 bohr^-2
tail coefficient = 0.20, neighbour distance = 2.00 angstrom
e_g: U = 17.8448 eV, U' = 15.9808 eV, J = 0.9320 eV
e_g: |U-U'-2J| below 1e-6 eV: True
e_g^2 levels (eV): 15.0489 15.0489 15.0489 16.9128 16.9128 18.7767
t2g pair, cubic tails: U-U'-2J = 0.1902 eV
t2g pair, spherical shell: |U-U'-2J| below 1e-6 eV: True
axial distance after distortion = 2.30 angstrom
distorted levels (eV): 14.8467 14.8467 14.8467 16.6191 16.7566 18.5887
splitting of the former doublet = 0.1375 eV
coupling out of e_g^2: 3A2g below 1e-6 eV: True
coupling out of e_g^2: 1Eg = 0.3034 eV, 1A1g = 1.4968 eV
```
